X-ray transmission of a silicon wafer: high-energy asymptotics and linewidth scattering

**1. What symmetry and dimensions fix**

Let T(t) be the fraction of a narrow X-ray beam that crosses a homogeneous wafer of thickness t. Each layer acts alike and independently, so

T(t₁ + t₂) = T(t₁) T(t₂).

Differentiating with respect to t₂ at t₂ = 0 gives dT/dt = −μT, where μ = −T′(0). With T(0) = 1, T = exp(−μt). For n atoms per volume, each removing photons with cross section σ, a slice dz removes the fraction nσ dz. Hence μ = nσ and

T = exp(−τ), τ = nσt.

This assumes normal incidence and no strong Bragg reflection. The wafer faces are neglected.

Scaling also restricts σ. In atomic units (ℏ = mₑ = e = 1, c = 1/α), an electron bound to a charge Zs has length scale 1/Zs and energy scale Zs². Electric-dipole absorption carries one factor α, so

σ = (α/Zs²) g(ω/Zs²),

where ω is the photon energy. The function g has to be calculated. It sets how fast silicon becomes transparent as the energy rises.

**2. From a dipole to a cross section**

Take a field E₀ cos ωt along z. The electron's perturbation is E₀z cos ωt, and its absorbing part has amplitude E₀z/2. With final states normalised per unit energy, the golden rule gives the rate

W = 2π(E₀/2)²|⟨f|z|i⟩|² = (π/2)E₀²|⟨f|z|i⟩|².

The energy flux is cE₀²/(8π), so the photon flux is cE₀²/(8πω). Dividing W by it,

σ = 4π²αω |⟨f|z|i⟩|².

Write an orbital as P(r)Y(θ,φ)/r and define R = ∫ P(r) r Pf(r) dr. For a 1s electron, cosθ Y₀₀ = Y₁₀/√3, so |⟨f|z|i⟩|² = R²/3. The two K electrons give

σK = (8π²α/3) ωR².

For a general subshell, cosθ connects l to l−1 with squared coefficient (l²−m²)/(4l²−1), whose sum over m is l/3. Replacing l by l+1 gives (l+1)/3 for the upward channel. With N electrons spread evenly over 2l+1 orbitals,

σ = (4π²α/3) ω [N/(2l+1)] [l R²(l−1) + (l+1) R²(l+1)].

Here R(l±1) is the radial integral to that final angular momentum.

**3. The K shell in closed form**

Inside the K shell the potential is approximately −Zs/r + V₀, where V₀ comes from the outer electrons. The initial energy is −Zs²/2 + V₀ and the final energy is larger by ω. The local kinetic energy far from the nuclear singularity is therefore

k²/2 = ω − Zs²/2.

The constant V₀ cancels. The slowly varying outer potential is assumed not to reflect the fast electron. I take Zs = 14 − 0.3 = 13.7, the 0.3 being an adopted estimate of screening by the other K electron.

The final p wave obeys

P″ + (k² + 2Zs/r − 2/r²)P = 0.

Put P = A r² exp(−ikr) M. Substitution gives

M″ + (4/r − 2ik)M′ + [(2Zs − 4ik)/r]M = 0.

With x = 2ikr and ν = Zs/k this is Kummer's equation,

x d²M/dx² + (4−x) dM/dx − aM = 0, a = 2 + iν.

Its regular solution is M = Σ (a)ⱼxʲ/[(4)ⱼ j!], where (a)ⱼ = a(a+1)…(a+j−1).

To fix A, use

M = [6/|Γ(2+iν)|²] ∫₀¹ exp(xu) u^(1+iν) (1−u)^(1−iν) du.

Expanding exp(xu) and doing the Beta integrals reproduces the series. At large r the endpoints dominate. The lower one contributes to exp(−ikr) times the integral

exp(−ikr) Γ(2+iν)(−2ikr)^(−2−iν),

of modulus |Γ(2+iν)| exp(−πν/2)/(2kr)². The upper endpoint gives its complex conjugate. P therefore oscillates with amplitude

3A exp(−πν/2)/[k²|Γ(2+iν)|].

Normalisation per unit energy requires the amplitude √(2/πk). Since |Γ(2+iν)|² = (1+ν²)πν/sinh(πν),

A² = (2/πk)(k⁴/9)(1+ν²) 2πν/[1−exp(−2πν)].

Using νk = Zs and k²(1+ν²) = k²+Zs² = 2ω,

A² = (8ωZs/9)/[1−exp(−2πν)].

The bound orbital is P₁ₛ = 2Zs^(3/2) r exp(−Zs r), so R = 2Zs^(3/2) A J with

J = ∫₀^∞ r⁴ exp[−(Zs+ik)r] M dr.

For large real s, term-by-term integration gives

∫₀^∞ r³ exp(−sr) M dr = 6s^(a−4)(s−b)^(−a), b = 2ik,

because (j+3)! = 6(4)ⱼ. Both sides are analytic for Re s > 0, which allows continuation to s = Zs+ik. Applying −d/ds supplies the extra r:

J = 6s^(a−4)(s−b)^(−a) [(4−a)/s + a/(s−b)].

Here s−b = Zs−ik and s(s−b) = 2ω. The numerator of the bracket over this common denominator is

(2−iν)(Zs−ik) + (2+iν)(Zs+ik) = 4Zs − 2νk = 2Zs.

The ratio s/(s−b) has phase 2 arctan(k/Zs) = 2 arccot ν. Its power iν gives exp(−2ν arccot ν), so

J = 12Zs(2ω)⁻³ exp(−2ν arccot ν).

Squaring and collecting factors, 4 × (8/9) × 144/64 = 8, gives

R² = 8(Zs⁶/ω⁵)F,
F = exp(−4ν arccot ν)/[1−exp(−2πν)],

and therefore

σK = (64π²α/3)(Zs⁶/ω⁴)F.

This has the scaling form of Section 1, because ν depends on ω/Zs² alone.

**4. Leading asymptotics and the first correction**

High energy means k ≫ Zs, or ν ≪ 1. Use arccot ν = π/2 − arctan ν to write

F = (1/2πν) × {2πν/[exp(2πν)−1]} × exp(4ν arctan ν).

The braces expand as 1−πν+O(ν²), and the last factor as 1+O(ν²). Also k = √(2ω)[1+O(ν²)]. Thus

σK = (32√2 πα/3) Zs⁵ω^(−7/2) [1 − πν + O(ν²)].

The leading law is E^(−3.5), and its first correction is negative. How useful is it here? At 17.5 keV, ν = 0.413 and πν = 1.30. At 8.0 keV, ν = 0.685 and πν = 2.15. In both cases 1−πν is negative, which a cross section cannot be. The truncated expansion fails even though both energies lie far above the K threshold.

The leading factor 1/(2πν) alone is also poor. It is 0.385 at 17.5 keV, against the full F = 0.154, and 0.232 at 8.0 keV, against 0.0711. It is too large by factors of 2.5 and 3.3. Going up in energy helps only slowly: k is the electron speed in atomic units, so even at k = c = 137, where the nonrelativistic treatment has already failed, πν would still be π × 13.7/137 = 0.31. At the two energies used here the full F must be kept.

The local power q = −d ln σK/d ln ω shows the same approach to the limit. From k² = 2ω−Zs²,

dν/d ln ω = −ν(1+ν²)/2.

Differentiating ln F then gives

q = 4 − [ν(1+ν²)/2]D,
D = 2π/[1−exp(−2πν)] − 4 arctan ν − 4ν/(1+ν²).

For small ν, D = 1/ν+π+O(ν), hence q = 7/2−πν/2+O(ν²). The full expression gives q = 2.94 at 8.0 keV and 3.08 at 17.5 keV. An inverse-cube law is therefore a good local approximation here, although it is not the asymptotic one.

**5. The other shells**

For H = p²/2+V(r), [H,r] = −ip and [H,[H,r]] = ∇V. Between eigenstates separated by ω,

ω²⟨f|r|i⟩ = ⟨f|∇V|i⟩.

Near the nucleus the force is approximately Z/r². This suggests that the s shells contribute in proportion to their density at the nucleus. In the silicon atom model below, the 2s and 3s density there is 0.0785 of the 1s density. Their cross-section ratio is 0.073 at 17.5 keV and 0.069 at 8.0 keV, so the estimate is high by 7% and 14%. The p electrons add about 0.005 and 0.011 of σK, which nearly cancels this excess. Neglecting the p electrons and keeping the density ratio, the hand formula is

σ ≈ 1.0785 σK.

The fuller calculation uses a Hartree-Slater atom: each electron moves in the nuclear and average electron fields plus the local exchange potential −(3/2)(3ρ/π)^(1/3), where ρ is the electron density. The outgoing electron moves in the same field, without relaxation around the hole. All occupied subshells are included through the formula of Section 2.

The K formula gives 2706 barn at 8.0 keV, against 2748 barn numerically. At 17.5 keV the values are 256 and 265 barn. The closed form is low by 1.5% and 3.5%, relative to the numerical K values.

**6. Transmission of 775 μm of silicon**

The diamond lattice has eight atoms per cube of side 0.5431 nm, so n = 4.994 × 10²² cm⁻³ and nt = 0.0038703 barn⁻¹.

At 8.0 keV, the hand cross section is 1.0785 × 2705.9 = 2918 barn. Its optical depth is 11.3 and its transmission 1.2 × 10⁻⁵. The numerical total, 2967 barn, gives

τ = 0.0038703 × 2966.7 = 11.48,
T = exp(−11.48) = 1.0 × 10⁻⁵ = 0.0010%.

At 17.5 keV, the hand cross section is 276 barn and gives T = 0.34. The numerical total, 285.9 barn, gives

τ = 0.0038703 × 285.9 = 1.107,
T = exp(−1.107) = 0.33 = 33%.

The last digits of the totals are not converged: a finer radial discretisation raises them by about 0.7 and 0.1 barn. This leaves both transmissions unchanged at the two figures shown.

The attenuation lengths t/τ are 67 and 700 μm. The wafer is more than eleven lengths thick at the lower energy and about one at the higher. The cross section falls by a factor of ten, but the exponential turns this into a transmission ratio of 3.2 × 10⁴.

A small cross-section error obeys δT/T ≈ −τ δσ/σ. The relative error is thus magnified about eleven times at 8.0 keV and about once at 17.5 keV. Several model choices and neglected effects can be sized:

- Weakening the exchange potential to two thirds changes T to 1.5 × 10⁻⁵ and 0.34.
- Adding free-atom coherent scattering and a free-electron upper bound for Compton scattering changes T to 0.86 × 10⁻⁵ and 0.30. A crystal redistributes coherent scattering, so this is an estimate.
- The K photoelectron's (v/c)², estimated nonrelativistically, is 2.4% and 6.1%. Cross-section shifts of that relative size would change T by factors of 1.32 and 1.07. This is a scale for relativistic and retardation effects, not a bound.

The 8.0 keV result is therefore an order of magnitude, while "about one third" is sound at 17.5 keV.

**7. What the grating does to the choice of energy**

Linewidth scattering in transmission measures diffraction from a grating after the beam has crossed the wafer. Well above the absorption edges, treat the electrons as free. In SI units their displacement in a field E is eE/(mₑω²), where ω is now the angular frequency. The refractive index is then 1−δ with

δ = nₑe²/(2ε₀mₑω²) = rₑλ²nₑ/(2π),

where nₑ is the electron density, rₑ the classical electron radius and λ the wavelength. A line of height h shifts the phase by

φ = 2πδh/λ = rₑλnₑh.

Treat the lines as thin: neglect absorption in them and diffraction within their height. The second requires the phase lag πλhm²/p² to be small; for the lines below it is at most 0.19 rad when m ≤ 2. For width w and pitch p, the amplitude in order m ≠ 0 is then

cₘ = (1/p)∫₀ʷ [exp(−iφ)−1] exp(−2πimx/p) dx.

Since |exp(−iφ)−1|² = 4 sin²(φ/2) = φ²(1−φ²/12+…), the efficiency is

ηₘ = [φ sin(πmw/p)/(πm)]² (1−φ²/12+…).

Take silicon lines with h = 100 nm, w = 12 nm and p = 32 nm. The phase is 0.0305 rad at 8.0 keV and 0.0140 rad at 17.5 keV. The first correction is below 10⁻⁴, so this expansion, unlike the one in ν, converges usefully.

Because φ ∝ λ ∝ 1/E, diffraction weakens as E⁻². Going to 17.5 keV costs a factor (8.0/17.5)² = 0.209 for free electrons. Binding adds roughly 0.27 and 0.10 to the 14 electrons per atom at 8.0 and 17.5 keV, which would lower this factor to about 0.204. At equal incident photon flux, the net gain is

0.209 × 3.2 × 10⁴ ≈ 7 × 10³,

which is an order of magnitude, like the transmission at 8.0 keV.

With 10⁷ incident photons per second at both energies, the second order delivers about 8 counts per second at 17.5 keV and about 0.001 at 8.0 keV. Collecting 10,000 counts takes about 20 minutes or roughly three months, for an ideal detector without background.

The gain depends on thickness. The two signals are equal when

exp[−t/(67.5 μm) + t/(700.3 μm)] = 0.209,

which gives t ≈ 117 μm. For thinner silicon, at equal flux, 8.0 keV gives the stronger signal. The need for higher energy belongs to the thick wafer in transmission; it is not a general property of linewidth scattering.

For fixed thickness and flux, the signal S ∝ E⁻² exp(−τ) has

d ln S/d ln E = −2 + qτ,

so its maximum lies at τ = 2/q. With q ≈ 3,

E ≈ 17.5 keV × [1.107/(2/3)]^(1/3) ≈ 20.7 keV.

The numerical cross sections put the maximum at 20.8 keV. The signal at 17.5 keV is 90% of that maximum. These figures count photoabsorption only; adding free-atom scattering moves the maximum to about 21.0 keV.

**8. Reading the linewidth, and the real wafer**

In this thin-line approximation, the ratio of the first two orders removes the flux, the transmission and the height:

I₂/I₁ = [sin(2πw/p)/(2 sin(πw/p))]² = cos²(πw/p).

Here it is 0.146. Widths w and p−w give the same value, so prior knowledge must choose between them. Differentiating the logarithm gives the size of a small width error,

δw = (p/2π) cot(πw/p) ε,

where ε is the relative error of the ratio. With N₂ = 10,000 and N₁ = N₂/0.146, counting statistics give ε = √(1/N₁+1/N₂) = 1.07%, and δw = 0.023 nm.

This is a statistical error for perfect rectangles. Suppose instead that each edge wanders independently with a Gaussian rms displacement of 1 nm, a trial value. Averaging the edge phases multiplies the intensity of order m by exp[−(2πm/p)²(1 nm)²]. The ratio I₂/I₁ falls by the factor exp[−3(2π/32)²] = 0.89. Read with the ideal formula, this makes the line appear about 0.24 nm too wide, ten times the statistical error.

The thickness is that of a standard 300 mm wafer, and the two energies lie close to the copper and molybdenum Kα lines. The flux is a rough laboratory value, and real sources need not deliver equal flux at both energies. Real measurements also tilt the wafer to obtain depth information, which breaks the assumption of normal incidence. At 60° the path doubles and T becomes T²: 0.11 at 17.5 keV, but 1 × 10⁻¹⁰ at 8.0 keV. Patterned metal layers would add absorption that is not included here.

Spectral purity matters too. If an 8.0 keV beam contains one 24 keV photon per 10,000, the wafer transmits 66% of the harmonic when only photoabsorption is counted; scattering lowers this slightly. In the direct beam behind the wafer, harmonic photons then outnumber the fundamental by about six to one (about seven with free-atom scattering, which removes more of the fundamental), so a transmission measured without energy discrimination would be badly wrong. In a given diffraction order the ratio is smaller by (8/24)² = 1/9, which makes it about 0.7, and the harmonic's order appears at a third of the angle. This does not separate the two, because harmonic order 3m lands on fundamental order m. Here orders 3 and 6 add about 1.4% to I₁ and 7.9% to I₂, so the line would appear about 0.14 nm too narrow. The numerical output below gives the values at both energies.

Numbers as computed

```
Wafer thickness: 775 um
Si lattice parameter: 0.54310 nm
Atomic density: 4.9940e+22 cm^-3
Atoms per area n t: 3.87032e-03 barn^-1
Screened K charge Zs: 13.7 (no unit)
Model 1s eigenvalue: -1.822 keV
Virial ratio -V/T: 2.00007 (no unit)
s density at nucleus, (2s+3s)/1s: 0.0785 (no unit)
s cross sections, (2s+3s)/1s, 17.5 keV: 0.0732 (no unit)
--- 8.0 keV: omega 293.99 Ha, k 20.007 bohr^-1, nu 0.6847, Coulomb factor 0.07106
K formula: 2705.9 barn; K numerical: 2747.6 barn
Hand total: 2918.3 barn; hand T: 1.244e-05
Numerical total: 2966.7 barn; K share 92.6 %, L share 6.9 %
Attenuation length: 67.5 um; n sigma t: 11.482
MAIN transmission T: 1.031e-05 = 0.00103 %
T at 60 degree tilt: 1.063e-10
T with weaker (2/3) exchange: 1.501e-05
Coherent: 38.73 barn; Compton bound: 9.31 barn; T with both: 8.563e-06
(v/c)^2 scale: 2.42 %; T factor if sigma shifts so: 1.320
Wavelength: 0.15498 nm; line phase: 0.03053 rad
Order efficiencies 1, 2: 8.063e-05, 1.181e-05
Second-order rate: 1.218e-03 s^-1; time for counts: 8.212e+06 s = 95.1 days
--- 17.5 keV: omega 643.11 Ha, k 33.144 bohr^-1, nu 0.4133, Coulomb factor 0.15387
K formula: 255.9 barn; K numerical: 265.2 barn
Hand total: 276.0 barn; hand T: 3.437e-01
Numerical total: 285.9 barn; K share 92.7 %, L share 6.7 %
Attenuation length: 700.3 um; n sigma t: 1.107
MAIN transmission T: 3.306e-01 = 33.1 %
T at 60 degree tilt: 1.093e-01
T with weaker (2/3) exchange: 3.410e-01
Coherent: 13.86 barn; Compton bound: 9.31 barn; T with both: 3.023e-01
(v/c)^2 scale: 6.14 %; T factor if sigma shifts so: 1.070
Wavelength: 0.07085 nm; line phase: 0.01396 rad
Order efficiencies 1, 2: 1.685e-05, 2.468e-06
Second-order rate: 8.159e+00 s^-1; time for counts: 1.226e+03 s = 0.0142 days
--- Comparison and grating
Transmission ratio 17.5/8.0 keV: 3.206e+04
Diffraction efficiency ratio: 0.2090
Net signal gain: 6.701e+03
Mean power q in sigma ~ E^-q: 2.989
Best energy for E^-2 T: 20.83 keV
Signal at 17.5 keV relative to best: 0.895
Pitch, width, height: 32, 12, 100 nm
Incident flux: 1.0e+07 s^-1; wanted counts: 10000
Order ratio I2/I1: 0.1464; its error: 1.07 %
Statistical width error: 0.0226 nm
T at 24 keV: 0.6587
Transmitted 24/8 keV photons, 1e-4 harmonic at entry: 6.39
```
